# First-order grating period for coupling 1550 nm light into a waveguide

## Question

I have an exercise on grating couplers and I keep getting different answers. Light with a wavelength of 1550 nm travels in the silica cladding above a waveguide, at 10 degrees from the normal to the chip. The guided mode has effective index 2.80, and I take 1.44 for the silica. I need the first-order grating period that couples the light into the mode.

I know that the grating is supposed to "match the phases", but I can't turn that into an equation I trust. With $\sin 10^\circ$ alone in the denominator I get about 590 nm. With the silica index included and a plus sign I get about 508 nm. I also don't know whether to divide 1550 nm by the index of silica first, since the light is in silica. Which of these choices are right, and why?

## Answer

All three doubts disappear if you follow the phase of the light along the waveguide.

### Setting up the phases

Let $x$ run along the waveguide, and let the grating lines be perpendicular to $x$. The beam lies in the plane that contains $x$ and the chip normal. It is tilted so that it travels partly toward $+x$, and we want the mode that also travels toward $+x$. I take 1550 nm to be the vacuum wavelength $\lambda$, which is the usual way to label light, and define

$$k_0=\frac{2\pi}{\lambda}.$$

In silica of index $n_c$ the wave number is $n_c k_0$. With the angle $\theta$ measured from the normal, inside the silica, its component along the waveguide is

$$k_x=n_c k_0\sin\theta .$$

The guided mode advances in phase along $x$ at the rate

$$\beta=n_{\rm eff}k_0 .$$

This is the definition of the effective index. A mode confined by the silica has $n_{\rm eff}>n_c$, because its field must decay in the cladding instead of radiating. Since $\sin\theta\le 1$, it follows that

$$k_x\le n_c k_0<\beta .$$

So on a uniform waveguide the beam cannot keep in step with the mode at any angle. The grating has to make up the difference.

### What the grating does

Suppose the grating has $N$ identical teeth at $x_j=j\Lambda$, with $j=0,1,\dots,N-1$. Let each tooth scatter a little light into the mode. For now I neglect the light that later teeth scatter out again, which is justified for a weak, short grating.

The beam reaches tooth $j$ with phase $k_xj\Lambda$. The wavelet launched there travels on to a point $x$ beyond the grating and gains the phase $\beta(x-j\Lambda)$. If each tooth contributes amplitude $s$, the total is

$$A=s\sum_{j=0}^{N-1}e^{ik_xj\Lambda}e^{i\beta(x-j\Lambda)}
=s\,e^{i\beta x}\sum_{j=0}^{N-1}e^{-ij\varphi},$$

where

$$\varphi=(\beta-k_x)\Lambda .$$

The sum is a geometric series, so

$$\left|\frac{A}{s}\right|=\left|\frac{1-e^{-iN\varphi}}{1-e^{-i\varphi}}\right|
=\left|\frac{\sin(N\varphi/2)}{\sin(\varphi/2)}\right|.$$

The last step uses $|1-e^{-iu}|=2|\sin(u/2)|$ in the numerator and the denominator. The largest possible value is $N$, reached when all the wavelets have the same phase. That requires $\varphi$ to be a whole number of turns:

$$(\beta-k_x)\Lambda=2\pi m .$$

This is the phase-matching condition. The left side is positive, so $m$ must be a positive integer. "First order" means $m=1$: from one tooth to the next, the mode gains one full cycle more than the beam does.

### Solving for the period

Insert the two wave numbers and set $m=1$:

$$\left(n_{\rm eff}k_0-n_ck_0\sin\theta\right)\Lambda=2\pi .$$

Take out the common factor $k_0=2\pi/\lambda$:

$$\frac{2\pi}{\lambda}\left(n_{\rm eff}-n_c\sin\theta\right)\Lambda=2\pi .$$

Cancel $2\pi$, multiply by $\lambda$ and divide by the bracket:

$$\boxed{\Lambda=\frac{\lambda}{n_{\rm eff}-n_c\sin\theta}}$$

For your numbers, the beam's contribution is

$$n_c\sin\theta=1.44\times0.17365=0.25005,$$

so the bracket is

$$2.80-0.25005=2.54995,$$

and the period is

$$\Lambda=\frac{1550\ \text{nm}}{2.54995}=607.86\ \text{nm}.$$

The answer is therefore about **608 nm**, or 0.608 micrometres.

You can check this by counting cycles over one period. The mode advances by $n_{\rm eff}\Lambda/\lambda=1.0981$ cycles and the beam by $n_c\sin\theta\,\Lambda/\lambda=0.0981$ cycles. The difference is one cycle, as required.

### Do you divide the wavelength by the silica index?

Not in this formula. The silica index is already in $k_x=n_ck_0\sin\theta$, and $n_{\rm eff}$ is defined relative to the vacuum wave number. Both terms therefore need the vacuum wavelength.

You can use the wavelength in silica, $\lambda_c=\lambda/n_c$, if you change the rest of the formula to match. Dividing numerator and denominator by $n_c$ gives

$$\Lambda=\frac{\lambda/n_c}{n_{\rm eff}/n_c-\sin\theta}
=\frac{\lambda_c}{n_{\rm eff}/n_c-\sin\theta}.$$

This is the same period. Here the effective index is measured relative to silica, and the sine stands alone. An error arises if you change the wavelength but leave the denominator as it was.

### Where your 590 nm comes from

That number answers a different question, in which the 10 degrees are measured in air above the chip. At a flat surface parallel to the waveguide, the incident and refracted waves must keep the same phase relation at every $x$. Their wave numbers along $x$ are therefore equal:

$$k_0\sin\theta_{\rm air}=n_ck_0\sin\theta .$$

Cancelling $k_0$ gives Snell's law,

$$\sin\theta_{\rm air}=n_c\sin\theta=0.25005,
\qquad \theta_{\rm air}=14.48^\circ .$$

A beam at 10 degrees in the silica thus came from 14.48 degrees in air. If the beam were instead at 10 degrees in air, its contribution to the denominator would be $\sin10^\circ=0.17365$, and

$$\Lambda=\frac{1550\ \text{nm}}{2.80-0.17365}=590.17\ \text{nm}.$$

The two periods differ by about 18 nm, so the medium in which the angle is measured has to be stated. Your exercise says silica, so the index stays with the sine.

### Where your 508 nm comes from

The plus sign belongs to the mode that travels toward $-x$, against the tilt of the beam. A wavelet launched toward $-x$ at tooth $j$ has the phase $-\beta(x-j\Lambda)$ at the observation point. Together with the beam's phase at the tooth, this gives

$$k_xj\Lambda-\beta(x-j\Lambda)=-\beta x+(\beta+k_x)j\Lambda .$$

The wavelets now add when $(\beta+k_x)\Lambda=2\pi m$. For $m=1$, the same algebra as before gives

$$\Lambda_{\rm back}=\frac{\lambda}{n_{\rm eff}+n_c\sin\theta}
=\frac{1550\ \text{nm}}{3.05005}=508.19\ \text{nm}.$$

So 508 nm is also a valid first-order period, but it sends the light the other way. The exercise doesn't name a direction. I have used the convention that the beam and the mode travel toward the same side. If your drawing shows them travelling toward opposite sides, use the plus sign.

At normal incidence $\sin\theta=0$, and both formulas reduce to

$$\Lambda=\frac{\lambda}{n_{\rm eff}} .$$

One period then matches both directions, and phase matching alone cannot choose between them. The tilt separates the two periods and so selects a direction.

### Looking at the coupler in reverse

It is useful to ask where the grating sends light that is already in the mode. Each order removes a multiple of $2\pi/\Lambda$ from the wave number:

$$\frac{k_x^{(m)}}{k_0}=n_{\rm eff}-m\frac{\lambda}{\Lambda}.$$

In the silica, the wave number normal to the chip obeys

$$\left(k_z^{(m)}\right)^2=k_0^2\left[n_c^2-\left(\frac{k_x^{(m)}}{k_0}\right)^2\right].$$

The order carries power away if this is positive, that is, if $|k_x^{(m)}/k_0|<n_c=1.44$. Otherwise its field decays away from the waveguide. At the design period the values are:

- $m=1$: $0.2501$, which radiates at the design angle.
- $m=2$: $-2.2999$, which does not radiate.
- $m=3$: $-4.8498$, which does not radiate.

Higher orders are still more negative. For $m=0$ and negative $m$, the value is at least $n_{\rm eff}$, which exceeds $n_c$. So $m=1$ is the only order that radiates into the silica. It can still leave both upward and downward, since the condition fixes $k_x$ but not the sign of $k_z$.

The second order shows another effect of the tilt. Insert $\lambda/\Lambda=n_{\rm eff}-n_c\sin\theta$:

$$\frac{k_x^{(2)}}{k_0}=n_{\rm eff}-2(n_{\rm eff}-n_c\sin\theta)
=-n_{\rm eff}+2n_c\sin\theta .$$

At normal incidence this equals $-n_{\rm eff}$, which is the same mode travelling backward. A grating designed for normal incidence is thus also phase matched for reflection inside the waveguide. At 10 degrees the value is $-2.30$ instead of $-2.80$, so that reflection is out of step.

### How many digits mean anything?

Differentiate the period with respect to the effective index, keeping the other quantities fixed:

$$\frac{d\Lambda}{dn_{\rm eff}}
=-\frac{\lambda}{(n_{\rm eff}-n_c\sin\theta)^2}
=-\frac{\Lambda^2}{\lambda}.$$

The second form follows because the bracket equals $\lambda/\Lambda$. Here the slope is $-238.4$ nm per unit of index. Raising $n_{\rm eff}$ from 2.80 to 2.81 shortens the period to 605.48 nm, a change of about $-2.4$ nm. If 2.80 has been rounded to two decimals, it may be off by 0.005, and the period by about 1.2 nm. That is why I would quote 608 nm and keep further digits only for checking.

The same differentiation for the silica index gives

$$\frac{d\Lambda}{dn_c}=+\frac{\Lambda^2}{\lambda}\sin\theta .$$

This is smaller in size by the factor $\sin\theta=0.17365$, so the rounded silica index matters less than an equal error in $n_{\rm eff}$. For the angle, in radians,

$$\frac{d\Lambda}{d\theta}=+\frac{\Lambda^2}{\lambda}n_c\cos\theta .$$

A larger forward tilt needs a longer period, because the beam supplies more of the wave number and the grating has less to add.

A finite grating doesn't demand a perfect match. In the weak-grating sum, the first zero beside the maximum occurs when $\varphi$ is off by $2\pi/N$. If the period is fixed and the effective index is off by $\Delta n$, then $\varphi$ is off by $k_0\Delta n\,\Lambda$. Equating the two gives

$$\frac{2\pi}{\lambda}\Delta n\,\Lambda=\frac{2\pi}{N}
\quad\Longrightarrow\quad
\Delta n=\frac{\lambda}{N\Lambda}.$$

More teeth working together make the coupler more selective. This estimate assumes equal illumination of all the teeth and little loss from the mode along the grating.

### What if the wavelength changes?

Once the grating is made, $\Lambda$ is fixed and the matched angle moves with wavelength. Rearrange the phase-matching condition:

$$n_c\sin\theta=n_{\rm eff}-\frac{\lambda}{\Lambda}.$$

Differentiate with respect to $\lambda$, treating $n_c$ as constant but letting $n_{\rm eff}$ vary:

$$n_c\cos\theta\,\frac{d\theta}{d\lambda}
=\frac{dn_{\rm eff}}{d\lambda}-\frac1\Lambda .$$

The group index of the mode is $n_g=n_{\rm eff}-\lambda\,dn_{\rm eff}/d\lambda$, so the first term on the right is $(n_{\rm eff}-n_g)/\lambda$. The second is $(n_{\rm eff}-n_c\sin\theta)/\lambda$. Subtracting, $n_{\rm eff}$ cancels:

$$\frac{d\theta}{d\lambda}
=-\frac{n_g-n_c\sin\theta}{\lambda\,n_c\cos\theta}.$$

When $n_g>n_c\sin\theta$, a longer wavelength needs a smaller tilt. The rate depends on the group index, which your exercise doesn't give. The period at 1550 nm needs only $n_{\rm eff}$ at 1550 nm.

### Does a full wave calculation agree?

The argument with separate teeth assumes that scattered wavelets feed the mode. This can be checked by solving the wave equation for a periodic slab and looking for the period at which the guided field is strongest.

Take a slab of thickness $h$ and mean relative permittivity $3.5^2$, with silica on both sides and the electric field parallel to the grating lines. Its relative permittivity is

$$\varepsilon(x)=3.5^2+d\cos\frac{2\pi x}{\Lambda},$$

where $d$ is the modulation depth. First choose $h$ so that the slab with $d=0$ has $n_{\rm eff}=2.80$. Define

$$\kappa=\sqrt{3.5^2-n_{\rm eff}^2},\qquad
\gamma=\sqrt{n_{\rm eff}^2-n_c^2}.$$

With $z=0$ at mid-height, the fundamental mode varies as $\cos(\kappa k_0z)$ inside and decays as $e^{-\gamma k_0|z|}$ outside. The field and its slope are continuous at $z=h/2$. Dividing the slope condition by the field condition gives

$$\kappa\tan\frac{\kappa k_0h}{2}=\gamma
\quad\Longrightarrow\quad
h=\frac{2}{\kappa k_0}\arctan\frac{\gamma}{\kappa}=200.2\ \text{nm}.$$

With the modulation on, write the field as a sum of harmonics $S_j(z)e^{i(k_x+2\pi j/\Lambda)x}$. The cosine is half the sum of $e^{2\pi ix/\Lambda}$ and $e^{-2\pi ix/\Lambda}$, so it couples each harmonic to its two neighbours. Inside the slab,

$$\frac{d^2S_j}{dz^2}=\left[\left(k_x+\frac{2\pi j}{\Lambda}\right)^2-3.5^2k_0^2\right]S_j
-\frac{k_0^2d}{2}\left(S_{j-1}+S_{j+1}\right).$$

These equations were solved with seven harmonics, joined to incoming and outgoing waves in the silica. The slab was lit symmetrically from both sides. A one-sided beam is half of this symmetric illumination plus half of an antisymmetric one, and the antisymmetric half cannot drive the symmetric fundamental mode.

The harmonic $j=1$ is strongest at 607.868 nm for $d=0.2$ and at 607.859 nm for $d=0.1$. The small shift comes from the modulation itself. Reversing the sign of $d$ only moves the pattern by half a period, so the shift cannot depend on that sign and starts as $d^2$:

$$\Lambda(d)\approx\Lambda(0)+Cd^2 .$$

Taking four times the value at $d=0.1$ minus the value at $d=0.2$ removes $C$, which leaves

$$\Lambda(0)\approx\frac{4\Lambda(0.1)-\Lambda(0.2)}{3}=607.856\ \text{nm}.$$

The boxed formula gives 607.856 nm as well. The harmonic $j=-1$ has its own resonance at 508.19 nm in the same limit, which confirms the plus sign for the backward mode. At the forward resonance with $d=0.1$, the squared amplitude of the backward harmonic is about $4\times10^{-9}$ of the forward one. That ratio belongs to an infinite, weakly modulated grating and doesn't predict the performance of a finite device. These values are listed in the numerical output.

### What the given effective index has to mean

The formula needs the effective index of the mode in the grating region, for the wavelength and polarization in use. Etching teeth into a waveguide removes core material and generally changes the index from that of the unetched guide. If you insert the unetched value, the period comes out wrong. For a small index error, the error in the period is approximately the index error times the slope found above; for a larger one, compare the boxed formula at the two indices. For deep teeth, the effective index must come from a calculation of the periodic structure and may itself depend on the period. You would then recompute $n_{\rm eff}$ at the new period and repeat until the two agree.

Phase matching also doesn't tell you how much light is coupled. That depends on the tooth shape, the split between upward and downward radiation, and the overlap of the beam with the field the grating radiates. Your exercise gives $n_{\rm eff}$ and asks for the period, so none of this is needed: the answer is 608 nm for a mode travelling toward the same side as the beam.

## Values computed for the example and the checks

```
Vacuum wavelength: 1550 nm
Angle in silica: 10.0 degrees
Silica index (rounded input): 1.44
Effective index (given): 2.80
sin(angle): 0.17365
n_clad*sin(angle): 0.25005
n_eff - n_clad*sin(angle): 2.54995
First-order period, forward mode: 607.86 nm
First-order period, forward mode: 0.6079 micrometres
Mode phase per period: 1.0981 cycles
Incident phase per period: 0.0981 cycles
n_eff + n_clad*sin(angle): 3.05005
First-order period, backward mode: 508.19 nm
Angle in air for the same beam: 14.48 degrees
Period if the 10 degrees were in air: 590.17 nm
Out-coupled order 1, kx/k0: 0.2501
Out-coupled order 2, kx/k0: -2.2999
Out-coupled order 3, kx/k0: -4.8498
Slope d(period)/d(n_eff): -238.4 nm per unit index
Period for n_eff raised by 0.01: 605.48 nm
Period change for that rise: -2.37 nm
Test slab core index: 3.5
Test slab thickness: 200.2 nm
Resonant period, modulation depth 0.2: 607.8681 nm
Resonant period, modulation depth 0.1: 607.8589 nm
Resonant period, zero-depth limit: 607.8559 nm
Formula period for comparison: 607.8559 nm
Backward resonance, zero-depth limit: 508.1878 nm
Backward/forward harmonic intensity at resonance: 3.8e-09
```
